# Magnetic shielding from an inserted nuclear dipole: the converse relation

## Which perturbation should the calculation apply?

To compute a magnetic shielding tensor, one can apply a uniform magnetic field, let the electrons respond, and evaluate the field that their current produces at each nucleus. Three field directions serve all nuclei at once. One can instead place a small magnetic dipole at one nucleus, let the electrons respond, and read off their orbital magnetic moment. This takes three calculations per nucleus, but no uniform field is applied. That matters in a crystal, where the vector potential of a uniform field grows with distance and breaks the lattice periodicity.

The second road is legitimate if both give the same tensor. Define the shielding $\sigma$ at nucleus $N$ by

$$B^{\rm ind}_a(\mathbf R_N)=-\sum_b\sigma_{ab}B_b ,$$

where $\mathbf B$ is the applied field and $\mathbf B^{\rm ind}$ the field of the induced electronic current, to first order in $\mathbf B$. The claim is

$$\boxed{\;\sigma_{ab}=-\left.\frac{\partial\mu_b}{\partial m_a}\right|_{\mathbf m=0,\ \mathbf B=0}\;}$$

where $\mathbf m$ is the inserted dipole and $\boldsymbol\mu$ the orbital moment of the electrons. The first index belongs to the nuclear dipole and the second to the applied field.

## Hamiltonian and assumptions

The nuclei are fixed, the electrons are non-relativistic, and the ground state is a non-degenerate closed-shell singlet. Spin then drops out: the uniform field couples to the total spin, which gives zero on a singlet, so no spin term is bilinear in $\mathbf B$ and $\mathbf m$.

In atomic units the electron has charge $-1$ and mass 1, so its kinetic momentum is $\mathbf p+\mathbf A$. With $4\pi\varepsilon_0=1$ and $c=1/\alpha$, where $\alpha$ is the fine-structure constant, $\mu_0/4\pi=\alpha^2$. The two vector potentials are

$$\mathbf A_B=\tfrac12\mathbf B\times(\mathbf r-\mathbf O),\qquad
\mathbf A_m=\alpha^2\,\frac{\mathbf m\times\mathbf r_N}{r_N^3},\qquad \mathbf r_N=\mathbf r-\mathbf R_N ,$$

with $\mathbf O$ the gauge origin. Expanding $\tfrac12(\mathbf p+\mathbf A_B+\mathbf A_m)^2$ gives a term $\tfrac12A_m^2$. For a point dipole $A_m^2\propto\sin^2\theta/r_N^4$, with $\theta$ the angle from $\mathbf m$. The volume element supplies only $r_N^2$, so the expectation value diverges as the inverse of a short-distance cutoff wherever the electron density at the nucleus is nonzero.

A nucleus of finite size removes the divergence. In any case the term is quadratic in $\mathbf m$ and independent of $\mathbf B$, so it cannot enter a derivative taken once in each. We omit it and use, per electron,

$$h=\tfrac12(\mathbf p+\mathbf A_B)^2+\tfrac12\left[(\mathbf p+\mathbf A_B)\cdot\mathbf A_m+\mathbf A_m\cdot(\mathbf p+\mathbf A_B)\right]+V .$$

The cross term $\mathbf A_B\cdot\mathbf A_m$ is retained.

The omission has a price at finite $\mathbf m$. The term linear in the dipole is $\alpha^2\,\mathbf m\cdot(\mathbf r_N\times\mathbf p)/r_N^3$, and without the quadratic term nothing limits its attraction at short range. For a hydrogen atom with $\mathbf m$ along $+z$, the trial function $r\,e^{-\zeta r}Y_{1,-1}$ has the energy $\zeta^2/2-\zeta/2-\alpha^2m\,\zeta^3/3$, which falls without bound as $\zeta$ grows; for $m=\tfrac12$ the cubic term overtakes the kinetic energy near $\zeta=3/(2\alpha^2m)\approx5.6\times10^4$ bohr$^{-1}$. This $h$ is therefore to be used in a finite basis with small $\mathbf m$, or as an expansion about $\mathbf m=0$.

Let $E(\mathbf B,\mathbf m)$ be the electronic energy of the state that continues the unperturbed ground state in this sense, without the energy $-\mathbf m\cdot\mathbf B$ of the bare dipole.

## A change of vector potential measures the current

Write $\boldsymbol\pi=\mathbf p+\mathbf A$. If $\mathbf A$ changes by $\delta\mathbf A$, the kinetic energy operator changes by $\tfrac12(\boldsymbol\pi\cdot\delta\mathbf A+\delta\mathbf A\cdot\boldsymbol\pi)$. The two terms are Hermitian conjugates, so in an orbital $\psi$ their half-sum has the expectation value

$$\mathrm{Re}\int\psi^*\,\delta\mathbf A\cdot\boldsymbol\pi\psi\,d^3r=\int\delta\mathbf A\cdot\mathrm{Re}(\psi^*\boldsymbol\pi\psi)\,d^3r .$$

The charge current, summed over occupied orbitals, is $\mathbf j=-\sum\mathrm{Re}(\psi^*\boldsymbol\pi\psi)$; the minus sign is the electron's charge. The state also changes, but the energy is stationary under that change and gains nothing at first order. Hence

$$\delta E=-\int\mathbf j\cdot\delta\mathbf A\,d^3r .$$

This holds for the exact ground state. It also holds for Hartree–Fock and for density functionals in which $\mathbf A$ appears explicitly only in the kinetic energy. A fixed finite basis suffices, provided that the energy is stationary within it. A nonlocal pseudopotential needs its own dependence on $\mathbf A$ to be gauge invariant; its contribution must then be added to the current.

**Varying the field.** Here $\delta\mathbf A=\tfrac12\delta\mathbf B\times(\mathbf r-\mathbf O)$. Since $\mathbf j\cdot(\delta\mathbf B\times\mathbf x)=\delta\mathbf B\cdot(\mathbf x\times\mathbf j)$,

$$\frac{\partial E}{\partial B_b}=-\mu_b,\qquad
\boldsymbol\mu=\tfrac12\int(\mathbf r-\mathbf O)\times\mathbf j\,d^3r .$$

Differentiating $h$ with respect to $\mathbf B$ brings in the full $\mathbf p+\mathbf A_B+\mathbf A_m$. At $\mathbf B=0$ the current is therefore built from $\mathbf p+\mathbf A_m$. Using $\mathbf p$ alone would lose the diamagnetic part of the moment.

**Varying the dipole.** The same identity with $\delta\mathbf A=\alpha^2\delta\mathbf m\times\mathbf r_N/r_N^3$ gives, at $\mathbf m=0$,

$$\frac{\partial E}{\partial m_a}=-\alpha^2\int\frac{(\mathbf r_N\times\mathbf j)_a}{r_N^3}\,d^3r .$$

The Biot–Savart field at the nucleus is $\alpha^2\int\mathbf j\times(\mathbf R_N-\mathbf r)/r_N^3\,d^3r$. Because $\mathbf R_N-\mathbf r=-\mathbf r_N$ and $-\mathbf j\times\mathbf r_N=\mathbf r_N\times\mathbf j$, it equals the integral above. Thus $\partial E/\partial m_a=-B^{\rm ind}_a$.

## Equality of the mixed derivatives

Differentiate the second result with respect to $B_b$ and the first with respect to $m_a$:

$$\frac{\partial B^{\rm ind}_a}{\partial B_b}=-\frac{\partial^2E}{\partial B_b\,\partial m_a},\qquad
\frac{\partial\mu_b}{\partial m_a}=-\frac{\partial^2E}{\partial m_a\,\partial B_b}.$$

The right-hand sides agree when the order of differentiation can be exchanged. In a finite basis this is assured near zero perturbation by an isolated ground state with a nonsingular self-consistent response: the energy is then a smooth function of the matrix elements. The left-hand side of the first equation is $-\sigma_{ab}$ by definition, which proves the boxed relation and adds

$$\sigma_{ab}=\frac{\partial^2E}{\partial m_a\,\partial B_b}.$$

If the inserted dipole is counted in the moment, the total is $\mathbf m+\boldsymbol\mu$, and its derivative is $\delta_{ab}-\sigma_{ab}$. This corresponds to adding $-\mathbf m\cdot\mathbf B$ to the energy.

The argument fails at a level crossing. With a degenerate ground state the energy need not be differentiable at zero field, and for open shells the spin terms omitted here must be restored.

## What the mixed derivative contains

Second-order perturbation theory makes the symmetry between the two roads visible. Take $\mathbf r$ from the gauge origin, $\mathbf O=0$. Both vector potentials have zero divergence, so the terms linear in them are

$$\mathbf A_B\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf L,\qquad
\mathbf A_m\cdot\mathbf p=\alpha^2\mathbf m\cdot\frac{\mathbf r_N\times\mathbf p}{r_N^3},\qquad \mathbf L=\mathbf r\times\mathbf p .$$

The bilinear term follows from $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$:

$$\mathbf A_B\cdot\mathbf A_m=\frac{\alpha^2}{2r_N^3}\left[(\mathbf B\cdot\mathbf m)(\mathbf r\cdot\mathbf r_N)-(\mathbf B\cdot\mathbf r_N)(\mathbf r\cdot\mathbf m)\right].$$

Its expectation value, differentiated once in $m_a$ and once in $B_b$, is the diamagnetic part

$$\sigma^{\rm dia}_{ab}=\frac{\alpha^2}{2}\left\langle\sum_i\frac{\delta_{ab}\,\mathbf r\cdot\mathbf r_N-r_a\,r_{N,b}}{r_N^3}\right\rangle ,$$

where the sum runs over electrons and each coordinate in the summand refers to electron $i$.

For a linear perturbation $W$ the second-order energy is $\sum_{n\neq0}|\langle n|W|0\rangle|^2/(E_0-E_n)$. With two perturbations in $W$, the cross term carries $2\,\mathrm{Re}$; that 2 cancels the $\tfrac12$ in front of $\mathbf L$:

$$\sigma^{\rm para}_{ab}=\alpha^2\,\mathrm{Re}\sum_{n\neq0}\frac{\langle0|\sum_iL_b|n\rangle\langle n|\sum_i(\mathbf r_N\times\mathbf p)_a/r_N^3|0\rangle}{E_0-E_n}.$$

The direct road perturbs with the first operator and measures with the second; the converse road exchanges these roles. This formula uses exact many-electron states. In a mean-field calculation the response is found self-consistently instead.

**Closed-shell atom.** Put $\mathbf O$ at the nucleus. The total angular momentum annihilates the spherical ground state, so $\sigma^{\rm para}=0$. Spherical averaging replaces $r_ar_b$ by $\delta_{ab}r^2/3$, leaving

$$\sigma_{ab}=\frac{\alpha^2}{2}\left(1-\frac13\right)\left\langle\sum_i\frac1{r_i}\right\rangle\delta_{ab}=\frac{\alpha^2}{3}\left\langle\sum_i\frac1{r_i}\right\rangle\delta_{ab},$$

which is Lamb's formula. For neon in Hartree–Fock with the cc-pVTZ basis, $\langle\sum_i1/r_i\rangle=31.113$ bohr$^{-1}$, so $\sigma=5.3251\times10^{-5}\times31.113/3=5.523\times10^{-4}$, or 552.3 ppm. Inserting a dipole and integrating the moment also gives 552.3 ppm.

## Worked example: water

The molecule has an OH length of 0.96 Å and an angle of 104.5°. It lies in the $yz$ plane, with oxygen at the coordinate origin and the chosen proton at $(0,\,1.434,\,1.111)$ bohr. The level of theory is restricted Hartree–Fock with the aug-cc-pVDZ basis, and the gauge origin is at oxygen.

The inserted dipole is one Bohr magneton, $\mu_{\rm B}$, which is $\tfrac12$ in atomic units. The moment induced in Bohr magnetons is then minus a row of $\sigma$. With the dipole along $y$ at the proton,

$$\boldsymbol\mu=(0,\,-37.656,\,-10.576)\times10^{-6}\,\mu_{\rm B},$$

and therefore $\sigma_{yy}=37.656$ ppm and $\sigma_{yz}=10.576$ ppm. A dipole along $z$ gives $\sigma_{zy}=9.649$ ppm. The tensor is not symmetric, so exchanging the indices in the converse relation would give a wrong result here.

The direct road applies a field of $10^{-4}$ atomic units (23.5 T) and integrates the Biot–Savart field. Over both nuclei and all tensor elements, the two roads differ by at most $2.5\times10^{-5}$ ppm. Each uses its own self-consistent calculations.

The mixed derivative can also be found from energies alone, through

$$\sigma_{ab}\simeq\frac{E(B_b,m_a)-E(B_b,-m_a)}{2B_bm_a}.$$

The difference removes terms even in $m_a$. Terms odd in $m_a$ at zero field are absent, because time reversal requires $E(\mathbf B,\mathbf m)=E(-\mathbf B,-\mathbf m)$. With $B_b=2\times10^{-3}$ and $m_a=20$ atomic units this gives 10.576 ppm for $yz$ and 9.649 ppm for $zy$.

The isotropic proton shielding is one third of the trace:

$$\sigma_{\rm H}=\frac{21.075+37.656+28.819}{3}=29.18\ \text{ppm}.$$

For oxygen, $\sigma_{\rm O}=(309.09+364.78+314.93)/3=329.60$ ppm. With this gauge origin, the latter is a diamagnetic 415.68 ppm plus a paramagnetic $-86.09$ ppm.

The finite dipole must stay in the linear regime. By time reversal, $\boldsymbol\mu(-\mathbf m)=-\boldsymbol\mu(\mathbf m)$ at $\mathbf B=0$, so one sign of $\mathbf m$ is enough and the leading error in $\boldsymbol\mu/m$ is quadratic in $m$. Raising the proton's dipole to ten Bohr magnetons changes its tensor elements by only about $10^{-6}$ ppm, which is comparable with the convergence error of the self-consistent calculation.

## Agreement does not certify the basis

Move the gauge origin from $\mathbf O$ to $\mathbf O'$. From the definition of the moment,

$$\boldsymbol\mu(\mathbf O')=\boldsymbol\mu(\mathbf O)-\tfrac12(\mathbf O'-\mathbf O)\times\int\mathbf j\,d^3r .$$

The result is independent of origin if the net current vanishes. To see when it does, multiply every orbital by $e^{i\mathbf k\cdot\mathbf r}$ with small real $\mathbf k$. The density is unchanged. Hartree–Fock exchange is also unchanged, because it contains the density matrix times its complex conjugate. The kinetic momentum of each electron shifts by $\mathbf k$, so to first order the energy changes by $\mathbf k\cdot\langle\sum_i\boldsymbol\pi_i\rangle=-\mathbf k\cdot\int\mathbf j\,d^3r$. Stationarity requires this to vanish for every $\mathbf k$, hence $\int\mathbf j\,d^3r=0$.

The argument needs the multiplied orbitals to be allowed variations. In a complete basis they are; in a finite basis they generally are not, and a spurious net current can remain.

For water, moving the origin to the proton changes $\sigma_{\rm O}$ from 329.6 to 318.5 ppm and $\sigma_{\rm H}$ from 29.2 to 51.4 ppm. The proton value rises by 22.2 ppm, or 76% of its value with the origin at oxygen. Yet at the new origin the direct and converse tensors still agree within $2.3\times10^{-5}$ ppm. Their agreement shows that both are derivatives of the same energy in the same basis. It does not show that this energy describes the magnetic response well, and the decimals quoted above serve to compare the two roads, not to predict an experiment. In the larger aug-cc-pVQZ basis, with the origin at oxygen, $\sigma_{\rm H}$ becomes 30.2 ppm and $\sigma_{\rm O}$ 327.1 ppm, shifts of $+1.0$ and $-2.5$ ppm, while $\sigma_{yz}$ and $\sigma_{zy}$ become 9.9 and 8.6 ppm, so the asymmetry persists. Moving the origin to the proton then raises $\sigma_{\rm H}$ by 3.7 ppm instead of 22.2 ppm, and by 0.5 ppm if that basis is uncontracted.

A model in which the basis can be nearly completed separates the two questions. One electron, with its spin left out, moves in a planar harmonic well centred at the origin with frequencies 1.0 along $x$ and 1.6 along $y$ in atomic units. The dipole sits at $(0.5,\,0.3,\,1.0)$ bohr, 1 bohr above the plane, pointing along its normal. The basis consists of products of Hermite functions $H_n(\sqrt\xi\,x)\,e^{-\xi x^2/2}$ in $x$ and in $y$ with $\xi=1.2$, which matches neither frequency. The mismatch matters: in the eigenfunctions of the well, the momentum and $L_z$ connect the ground state only to states with at most one quantum in each direction, so four functions would already give the exact, origin-independent result. With 9 functions of the mismatched basis the shielding component along the normal is 5.066 ppm, and moving the origin by $(2,1,0)$ bohr changes it by 0.955 ppm. With 196 functions it is 5.004 ppm, and the same move changes it by $2.8\times10^{-7}$ ppm. Direct, converse and sum-over-states values agree in both basis sets.

## The form for a crystal

Consider an insulating crystal with cell volume $\Omega$, and place the same dipole $\mathbf m$ at the chosen nucleus in every cell. Use the periodic part of the dipoles' vector potential, without the part that describes a uniform field, and hold the macroscopic field $\mathbf B$ fixed. Let $e$ be the electronic energy per cell. The steps above give

$$\frac{\partial e}{\partial m_a}=-B^{\rm ind}_a,\qquad
\frac{\partial e}{\partial B_b}=-\Omega M_b,\qquad
\sigma_{ab}=-\Omega\frac{\partial M_b}{\partial m_a},$$

where $\mathbf M$ is the electronic orbital magnetisation, defined by the middle equation. Omitting the uniform part of the vector potential means that $\mathbf B^{\rm ind}$ omits the uniform part of the induced field. That part depends on the shape of the sample and must be added separately when comparing with a measurement in a given external field.

In a molecule $\boldsymbol\mu$ follows from $\tfrac12\int\mathbf r\times\mathbf j\,d^3r$. In a periodic solid the same integral over one cell depends on where the cell boundaries are drawn, so it cannot serve as $\Omega\mathbf M$. A bulk expression for the orbital magnetisation is needed; its derivation is a separate problem. The numerical check below covers the finite systems, not this crystal form.

The check also evaluates the divergence of the quadratic dipole term for a hydrogen 1s density $e^{-2r}/\pi$. Outside a cutoff radius $r_c$, the angular integral $\int\sin^2\theta\,d\Omega=8\pi/3$ gives $\langle\sin^2\theta/r^4\rangle=\tfrac83\int_{r_c}^\infty e^{-2r}r^{-2}\,dr$. As the average of $r^{-4}$ over a normalised density, this quantity has the unit bohr$^{-4}$, and its leading term is $8/(3r_c)$. Its value rises from 243.5 to 2631.3 when the cutoff falls from 0.01 to 0.001 bohr, close to the inverse-cutoff growth stated earlier.

## Values computed for the example and the checks

```
alpha^2 = 5.325135e-05
Water: OH = 0.96 angstrom, angle = 104.5 degrees
Proton position [bohr]: 0.00000 1.43442 1.11065
Basis functions = 41, grid points = 60300
Water RHF energy = -76.041257 hartree
Applied field = 1.0e-04 a.u. = 23.505 T
Inserted dipole = 1.0 Bohr magneton
O converse row x [ppm]:   309.0876     0.0000    -0.0000
O converse row y [ppm]:     0.0000   364.7805     0.0000
O converse row z [ppm]:     0.0000    -0.0000   314.9267
O direct   row x [ppm]:   309.0876     0.0000    -0.0000
O direct   row y [ppm]:     0.0000   364.7805    -0.0000
O direct   row z [ppm]:     0.0000     0.0000   314.9267
H converse row x [ppm]:    21.0754    -0.0000     0.0000
H converse row y [ppm]:    -0.0000    37.6559    10.5763
H converse row z [ppm]:     0.0000     9.6491    28.8192
H direct   row x [ppm]:    21.0754    -0.0000    -0.0000
H direct   row y [ppm]:     0.0000    37.6559    10.5763
H direct   row z [ppm]:     0.0000     9.6491    28.8192
Moment induced by 1 Bohr magneton along y at H [1e-6 Bohr magneton]: 0.0000 -37.6559 -10.5763
Largest direct-converse difference = 2.5e-05 ppm
H yz, zy from energy = 10.5762, 9.6490 ppm
O isotropic: dia 415.684, para -86.086, total 329.598 ppm
H isotropic: dia 20.771, para 8.412, total 29.183 ppm
Origin moved to H: O isotropic = 318.543 ppm
Origin moved to H: H isotropic = 51.396 ppm
Moved origin, direct-converse difference = 2.3e-05 ppm
Change of H tensor for 10 Bohr magnetons = 7.3e-07 ppm
Neon <sum 1/r> = 31.11305 1/bohr
Neon converse = 552.2708 ppm, Lamb = 552.2708 ppm
1s quadratic integral, cutoffs 0.01, 0.001 bohr: 243.5, 2631.3 bohr^-4 * bohr^2
Planar well frequencies = 1.0, 1.6 a.u.
Planar dipole position [bohr]: 0.5 0.3 1.0
Planar second origin [bohr]: 2.0 1.0 0.0
Planar, 9 functions: converse 5.06563, direct 5.06563 ppm
  sum over states: para -0.09883, dia 5.16446 ppm
Planar, 196 functions: converse 5.00431, direct 5.00431 ppm
  sum over states: para -0.12161, dia 5.12592 ppm
Planar origin shift, 9 functions = 0.95481 ppm
Planar origin shift, 196 functions = 2.8e-07 ppm
```
